# The 2n+1 and 2n+2 Rules and Coupled-Cluster Energy Derivatives

A molecule is subject to $N$ static perturbations with strengths $x,y,z,\dots$, collected in $\varepsilon$. Its Hamiltonian $H(\varepsilon)$ is analytic in them. The reference determinant $|0\rangle$ and its orbitals are those of $\varepsilon=0$ and stay fixed, so the derivatives below are *unrelaxed*. The cluster operator is $T=\sum_\mu t_\mu\tau_\mu$. The excitation operators $\tau_\mu$ commute with one another, and the determinants $|\mu\rangle=\tau_\mu|0\rangle$ are orthonormal. With $\bar H=e^{-T}He^{T}$, the coupled-cluster (CC) energy function and amplitude equations are

$$\mathcal E(\varepsilon,t)=\langle 0|\bar H|0\rangle,\qquad \Omega_\mu(\varepsilon,t)=\langle\mu|\bar H|0\rangle=0 .$$

The CC energy is not stationary in $t$. One therefore introduces multipliers $\lambda_\mu$ and the Lagrangian

$$L(\varepsilon,t,\lambda)=\mathcal E+\sum_\mu\lambda_\mu\Omega_\mu=\langle\Lambda|\bar H|0\rangle,\qquad \langle\Lambda|=\langle0|+\sum_\mu\lambda_\mu\langle\mu| .$$

All parameters are real. The energy at the solution of the amplitude equations is written $E(\varepsilon)$.

## (a) Stationarity

**Find the conditions that make $L$ stationary, and state when their solutions have power series in $\varepsilon$.**

*Solution.* Since $\tau_\nu$ commutes with $T$,

$$\frac{\partial\bar H}{\partial t_\nu}=e^{-T}(-\tau_\nu H+H\tau_\nu)e^{T}=[\bar H,\tau_\nu].$$

Define

$$\eta_\nu=\langle0|[\bar H,\tau_\nu]|0\rangle,\qquad A_{\mu\nu}=\frac{\partial\Omega_\mu}{\partial t_\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle .$$

The two conditions are then

$$\frac{\partial L}{\partial\lambda_\mu}=\Omega_\mu=0,\qquad \frac{\partial L}{\partial t_\nu}=\eta_\nu+\sum_\mu\lambda_\mu A_{\mu\nu}=\langle\Lambda|[\bar H,\tau_\nu]|0\rangle=0 .$$

The first restores the amplitude equations; the second is a linear system for $\lambda$. When the first holds, $L=E(\varepsilon)$.

For finitely many electrons $e^{\pm T}$ is a polynomial in $t$, so $\Omega$ is polynomial in $t$ and analytic in $\varepsilon$. If $A$ is nonsingular at $\varepsilon=0$, the implicit function theorem gives an analytic $t(\varepsilon)$ near $\varepsilon=0$. There $A$ remains nonsingular, so $\lambda=-\eta A^{-1}$ is analytic too. If $A$ is singular at $\varepsilon=0$, this argument fails and the linear response equations have no unique solution. Nonsingular $A$ is assumed from here on.

## (b) The value of a truncated Lagrangian

**Keep the series of $t$ through order $n\ge0$ and that of $\lambda$ through order $m$, where $m=-1$ means no multipliers. Through which order does $L$ still give $E(\varepsilon)$, and what is the leading error? Deduce what is needed for the energy through orders $2n+1$ and $2n+2$.**

*Solution.* Order means total degree in all strengths. Call the truncated series $\tilde t=t-\delta t$ and $\tilde\lambda=\lambda-\delta\lambda$, with

$$\delta t=O(\varepsilon^{n+1}),\qquad \delta\lambda=O(\varepsilon^{m+1}).$$

Because $L$ is linear in the multipliers, the following split has no remainder:

$$L(\varepsilon,\tilde t,\tilde\lambda)=L(\varepsilon,\tilde t,\lambda)-\delta\lambda\cdot\Omega(\varepsilon,\tilde t).$$

Expand each term about the solution $t(\varepsilon)$. In the first, the linear part vanishes because $L_t=0$:

$$L(\varepsilon,t-\delta t,\lambda)=E(\varepsilon)+\tfrac12L_{tt}\,\delta t\,\delta t+O(\delta t^3).$$

In the second, $\Omega(\varepsilon,t)=0$ leaves

$$\Omega(\varepsilon,t-\delta t)=-A\,\delta t+O(\delta t^2).$$

The two minus signs in front of $\delta\lambda\cdot A\,\delta t$ cancel, so

$$L(\varepsilon,\tilde t,\tilde\lambda)-E(\varepsilon)=\tfrac12L_{tt}\,\delta t\,\delta t+\delta\lambda\cdot A\,\delta t+O(\delta t^3)+O(\delta\lambda\,\delta t^2).$$

The displayed terms are of orders $2n+2$ and $n+m+2$. The remainders are of orders $3n+3$ and $2n+m+3$, each above the smaller of those two. The truncated Lagrangian is therefore correct through order

$$\min(2n+1,\;n+m+1).$$

Two choices of $m$ give the rules.

- **Amplitudes, $2n+1$ rule.** With $t$ and $\lambda$ both through order $n$, the energy is correct through order $2n+1$.
- **Multipliers, $2n+2$ rule.** With $t$ through order $n+1$ and $\lambda$ through order $n$, the limit is $\min(2n+3,2n+2)=2n+2$.

The multipliers gain an order because there is no $\delta\lambda\,\delta\lambda$ term. The second rule does presuppose the additional order of amplitudes. Multipliers beyond order $n$ do not raise the limit when $t$ stops at order $n$.

For one field, write $t=\sum_k\varepsilon^kt_k$ and $\lambda=\sum_k\varepsilon^k\lambda_k$. The coefficient of the first wrong power is

$$\underbrace{\tfrac12L_{tt}\,t_{n+1}t_{n+1}}_{\text{if }m\ge n}+\underbrace{\lambda_{m+1}\cdot A\,t_{n+1}}_{\text{if }m\le n},$$

with $L_{tt}$ and $A$ taken at $\varepsilon=0$. Unless it happens to vanish, the truncated Lagrangian does no better than the stated order.

The proof used linearity in the multipliers, smoothness and a nonsingular $A$. It therefore also covers relaxed orbitals, if orbital rotations are added to $t$, their stationarity conditions are added to $\Omega$ with multipliers of their own, and the enlarged Jacobian is nonsingular. The explicit commutator formulas below are for fixed orbitals.

## (c) First-order response equations

**Derive the equations for $t^x=\partial t/\partial x$ and $\lambda^x=\partial\lambda/\partial x$ at $\varepsilon=0$.**

*Solution.* From here on, $T$, $\Lambda$, $\bar H$ and $A$ without superscript refer to $\varepsilon=0$. Let

$$T^x=\sum_\mu t^x_\mu\tau_\mu,\qquad \langle\Lambda^x|=\sum_\mu\lambda^x_\mu\langle\mu|,\qquad \bar H^x=e^{-T}\frac{\partial H}{\partial x}e^{T}.$$

There is no $\langle0|$ in $\langle\Lambda^x|$, since its coefficient in $\langle\Lambda|$ is fixed at one. Along the solution the transformed Hamiltonian changes both through $H$ and through $t$:

$$G^x=\bar H^x+[\bar H,T^x].$$

Differentiating $\Omega_\mu=0$ gives $\langle\mu|G^x|0\rangle=0$, or

$$\sum_\nu A_{\mu\nu}t^x_\nu=-\langle\mu|\bar H^x|0\rangle .$$

Differentiating $\langle\Lambda|[\bar H,\tau_\nu]|0\rangle=0$ gives one term from $\Lambda$ and one from the transformed Hamiltonian:

$$\sum_\mu\lambda^x_\mu A_{\mu\nu}=-\langle\Lambda|[G^x,\tau_\nu]|0\rangle .$$

Both systems have the zero-field matrix $A$, one of them transposed. The amplitude response must be found first, because $G^x$ contains it.

## (d) Energy derivatives through third order

**Use (b) to obtain $E^x$, $E^{xy}$ and $E^{xyz}$ from zeroth- and first-order parameters. Show directly how the second-order amplitudes drop out.**

*Solution.* By (b), $n=m=1$ is correct through third order. Insert $T+S$ with $S=\sum_xx\,T^x$, and $\langle\Lambda|+\sum_xx\langle\Lambda^x|$. Since $S$ commutes with $T$,

$$G(\varepsilon)=e^{-S}\big(e^{-T}H(\varepsilon)e^{T}\big)e^{S}=K+[K,S]+\tfrac12[[K,S],S]+\tfrac16[[[K,S],S],S]+\dots,$$

where

$$K(\varepsilon)=e^{-T}H(\varepsilon)e^{T}=\bar H+\sum_xx\bar H^x+\tfrac12\sum_{xy}xy\,\bar H^{xy}+\dots$$

The first derivative of $G$ at $\varepsilon=0$ is the $G^x$ of part (c). In the second derivative, the double commutator occurs with $T^x,T^y$ in both orders. These are equal because $T^x$ and $T^y$ commute, and they cancel the factor $\tfrac12$. The six orders in the triple commutator cancel $\tfrac16$ in the same way. Thus

$$G^{xy}=\bar H^{xy}+[\bar H^x,T^y]+[\bar H^y,T^x]+[[\bar H,T^x],T^y],$$

$$G^{xyz}=\bar H^{xyz}+\sum_3[\bar H^{xy},T^z]+\sum_3[[\bar H^x,T^y],T^z]+[[[\bar H,T^x],T^y],T^z].$$

Here $\sum_3$ runs over the three distinct assignments of $x,y,z$. Now differentiate

$$\tilde L=\langle\Lambda|G|0\rangle+\sum_xx\langle\Lambda^x|G|0\rangle .$$

*First order.* The result is $\langle\Lambda|G^x|0\rangle+\langle\Lambda^x|\bar H|0\rangle$. The second term is $\lambda^x\cdot\Omega=0$. In the first, $\langle\Lambda|[\bar H,T^x]|0\rangle=0$ by the multiplier equation. Hence

$$E^x=\langle\Lambda|\bar H^x|0\rangle .$$

For a one-electron perturbation $\partial H/\partial x=\sum_{pq}v_{pq}a_p^\dagger a_q$ this reads

$$E^x=\sum_{pq}v_{pq}D_{pq},\qquad D_{pq}=\langle\Lambda|e^{-T}a_p^\dagger a_qe^{T}|0\rangle,$$

which defines the unrelaxed CC density matrix. One $D$ serves every such perturbation.

*Second order.* Besides $\langle\Lambda|G^{xy}|0\rangle$ there are $\langle\Lambda^x|G^y|0\rangle$ and $\langle\Lambda^y|G^x|0\rangle$. Both vanish because $\langle\mu|G^x|0\rangle=0$ for every perturbation. Hence

$$E^{xy}=\langle\Lambda|\bar H^{xy}+[\bar H^x,T^y]+[\bar H^y,T^x]+[[\bar H,T^x],T^y]|0\rangle .$$

*Third order.* Each multiplier response now meets a second derivative of $G$, and it remains:

$$E^{xyz}=\langle\Lambda|G^{xyz}|0\rangle+\sum_3\langle\Lambda^x|G^{yz}|0\rangle .$$

To see the cancellation, retain $t^{yz}$ as well. It adds to the third derivative

$$\sum_3\Big(\langle\Lambda|[G^x,T^{yz}]|0\rangle+\langle\Lambda^x|[\bar H,T^{yz}]|0\rangle\Big)
=\sum_3\sum_\nu\Big(\langle\Lambda|[G^x,\tau_\nu]|0\rangle+\sum_\mu\lambda^x_\mu A_{\mu\nu}\Big)t^{yz}_\nu=0,$$

since the bracket is the equation for $\lambda^x$. The third-order amplitudes would enter as $\langle\Lambda|[\bar H,T^{xyz}]|0\rangle=0$. Second-order multipliers would multiply $\langle\mu|G^z|0\rangle=0$, and third-order ones $\Omega_\mu=0$.

## (e) The fewest response equations

**Which truncations reach third order, and which needs the fewest linear solutions for the full set of derivatives with respect to $N$ perturbations?**

*Solution.* The conditions are $2n+1\ge3$ and $n+m+1\ge3$, thus $n\ge1$ and $m\ge2-n$. The pairs with nothing to spare are $(n,m)=(1,1)$, $(2,0)$ and $(3,-1)$. There are $\binom{N+k-1}{k}$ distinct derivatives of order $k$. After the nonlinear zero-field amplitude equations, the numbers of linear systems are

- $(1,1)$: $1+2N$, for $\lambda$, all $t^x$ and all $\lambda^x$;
- $(2,0)$: $1+N+\tfrac12N(N+1)$, for $\lambda$, all $t^x$ and all $t^{xy}$;
- $(3,-1)$: $N+\tfrac12N(N+1)+\tfrac16N(N+1)(N+2)$, for amplitudes alone.

For $N=1$ each number is 3, so a single perturbation brings no saving in the count. For $N=3$ the numbers are 7, 10 and 19. The second exceeds the first by $\tfrac12N(N-1)$, and the third exceeds the second by $\tfrac16N(N+1)(N+2)-1$. Both differences are positive for $N\ge2$, so $(1,1)$ is then the cheapest.

Mixing the first two routes does not improve on it. Differentiating the amplitude equations twice gives $\langle\mu|G^{yz}|0\rangle=-\sum_\nu A_{\mu\nu}t^{yz}_\nu$. With the $\lambda^x$ equation,

$$\langle\Lambda^x|G^{yz}|0\rangle=-\sum_{\mu\nu}\lambda^x_\mu A_{\mu\nu}t^{yz}_\nu=\langle\Lambda|[G^x,T^{yz}]|0\rangle .$$

A multiplier response can thus be exchanged for a second-order amplitude response. But each component $E^{xxx}$ contains $3\langle\Lambda^x|G^{xx}|0\rangle$, which by this exchange needs either $\lambda^x$ or $t^{xx}$. That makes at least $N$ systems beyond $\lambda$ and the $t^x$. The minimum refers to these routes and to the full set, without use of molecular symmetry.

A partial set can favour another form. If one perturbation $y$ is paired with many $x$, differentiate $E^x=\langle\Lambda|\bar H^x|0\rangle$, which holds at every small $\varepsilon$, along $y$:

$$E^{xy}=\langle\Lambda|\bar H^{xy}+[\bar H^x,T^y]|0\rangle+\langle\Lambda^y|\bar H^x|0\rangle .$$

This needs only $t^y$ and $\lambda^y$ beyond zeroth order, whatever the number of $x$.

## (f) Water in an electric field

**Evaluate the dipole moment, polarizability and first hyperpolarizability of H$_2$O along its twofold axis $z$, and examine the orders found in (b).**

*Solution.* Take CC with single and double excitations (CCSD), all electrons correlated, in the STO-3G basis. The O–H distance is set to 0.96 Å and the angle to 104.5°; $z$ points from O towards the hydrogens. The field enters as $H(F)=H_0-F\cdot\hat d$, with $\hat d$ the dipole operator, so second and higher field derivatives of $H$ vanish. The properties are $d_z=-E^z$, $\alpha_{zz}=-E^{zz}$ and $\beta_{zzz}=-E^{zzz}$. The smallest eigenvalue modulus of $A$ is 0.395 hartree, so $A$ is nonsingular. The results, in atomic units, are as follows.

*First order.* $E^z=-0.63335$, hence $d_z=0.63335$.

*Second order.* The terms $2\langle\Lambda|[\bar H^z,T^z]|0\rangle$ and $\langle\Lambda|[[\bar H,T^z],T^z]|0\rangle$ give

$$E^{zz}=-2.39240+0.26689=-2.12551,\qquad \alpha_{zz}=2.12551 .$$

*Third order.* The part with $\Lambda$ and the part with $\Lambda^z$ give

$$E^{zzz}=-0.17348+3.72649=3.55301,\qquad \beta_{zzz}=-3.55301 ,$$

or $-1.139\times10^{-52}\ \mathrm{C^3\,m^3\,J^{-2}}$. Without the multiplier response even the sign would be wrong.

The truncated Lagrangian shows the same structure. With $(n,m)=(0,0)$ it is linear in $F$, so its error at order $F^2$ must be $-\tfrac12E^{zz}=1.06275$, as found. With $(1,0)$ it lacks the $\Lambda^z$ part at third order, and the error is $-3.72649/6=-0.62108$. The pairs $(1,1)$ and $(2,2)$ are correct through orders 3 and 5, as the amplitude rule requires. The pairs $(1,0)$ and $(2,1)$ are correct through orders 2 and 4, as the multiplier rule requires.

Adding second-order multipliers to $(1,1)$ leaves the limit at order 3. The coefficient of the $F^4$ error falls from 0.918 to 0.015, because $\lambda_2\cdot At_2=0.903$ is removed and $\tfrac12L_{tt}t_2t_2=0.015$ remains. The order is unchanged although the error is much smaller in this case.

The numerical check tests these derivatives against nonlinear CCSD solutions at complex field strengths, whose Fourier sums yield the Taylor coefficients of the energy without the derivative formulas. It also tests the leading errors of (b).

The numbers illustrate the theory and do not predict measured values: the basis is minimal. In addition, $T$ stops at double excitations and the orbitals are not reoptimized in the field. The energy of the fixed reference is linear in $F$, so all of $\alpha_{zz}$ and $\beta_{zzz}$ comes from the response of the amplitudes and multipliers. Within this basis those two restrictions cost little: full configuration interaction, which is free of both, gives $d_z=0.634$, $\alpha_{zz}=2.134$ and $\beta_{zzz}=-3.60$. The out-of-plane polarizability is 0.049, against 2.126 along $z$. The basis has a single function odd under reflection in the molecular plane, the occupied oxygen $2p$ orbital normal to that plane. In the reference determinant an out-of-plane field can therefore, by symmetry, only excite electrons out of this orbital into the one empty totally symmetric orbital.

## Numbers as computed

```
O-H distance 0.96 angstrom, H-O-H angle 104.5 degree
axes: z = twofold axis (O towards H side), y in plane, x out of plane
determinants 441, CCSD amplitudes 140
Hartree-Fock energy       -74.96331905 hartree
CCSD correlation energy   -0.04971798 hartree
smallest |eigenvalue| of A 0.39460 hartree
norms of t0, lam0         0.16476 0.16210
norms of t^z, lam^z       1.10771 0.97478 a.u.
energy derivatives along z, a.u.: formula | circle
  E^z    -0.6333524 | -0.6333524
  E^zz   -2.1255071 | -2.1255071
  E^zzz  3.553010 | 3.553010
E^zz parts: 2<Lam|[V,T^z]|0> -2.3923962, <Lam|[[H,T^z],T^z]|0> 0.2668891 a.u.
E^zzz parts: with Lam -0.173477, with Lam^z 3.726487 a.u.
third derivative along unnormalized directions, a.u.: formula | circle
  x+z  3.275230 | 3.275230
  y+z  19.155518 | 19.155518
dipole mu_z = -E^z        0.633352 e*a0
same from PySCF density   0.633352 e*a0
polarizability xx, yy, zz 0.04883 4.95229 2.12551 a.u.
hyperpolarizability zzz, xxz, yyz -3.55301 0.09259 -5.20084 a.u.
hyperpolarizability zzz   -1.1392e-52 C^3 m^3 J^-2
circle radius 0.04 a.u. of field, 16 points
t order n, lam order m, energy correct through, next-order error (a.u.)
   0  0  1  1.06275
   1  0  2  -0.62108
   1  1  3  0.91843
   1  2  3  0.01512
   2  0  3  0.68487
   2  1  4  -1.14483
   2  2  5  0.80700
   3 -1  3  0.02810
linear solves through third order, N fields: (1,1) (2,0) (3,-1)
  N=1: 3 3 3
  N=2: 5 6 9
  N=3: 7 10 19
```
